# Why KOH Keeps Pit Corners but Undercuts Mesa Corners in Silicon: test program

```python
# Result under test: anisotropic etching of (001) silicon under a mask.
# Silicon fills y < f(x,z,t); the mask lies at z=0; x,y,z are <100> axes.
# The front obeys f_t = -H(f_x,f_z), H = R(normal)*sqrt(1+f_x^2+f_z^2).
# A pit corner starts as f=|x|+|z|, a mesa corner as f=-|x|+|z|.
# Claim: slow {111} walls keep the pit corner, while the mesa corner is
# cut back at a speed between max_p min_q H and min_q max_p H.
# A,B,C,D are H for {100},{110},{111},{411}; lengths um, times min.
# The finite-difference solver contains no rule that selects facets.
import numpy as np
from scipy import constants as const


def scaled_rates(r100, r110, r111, r411=None):
    A, B, C = r100, np.sqrt(2) * r110, np.sqrt(3) * r111
    D = 0.75 * A + 0.25 * C if r411 is None else r411 * np.sqrt(18) / 4
    return A, B, C, D


def make_H(A, B, C, D):
    """Cubic rate model, linear between the given planes; needs |p|<=1."""
    def H(p, q):
        p, q = np.abs(p), np.abs(q)
        hi = np.maximum(1.0, q)
        lo = np.minimum(p, q)
        mid = 1.0 + p + q - hi - lo
        e = hi - mid - 3 * lo
        near100 = e * A + 4 * lo * D
        g = -e / 3
        near111 = (hi - mid + lo - g) * D + g * C
        return (mid - lo) * B + np.where(e >= 0, near100, near111)
    return H


def etch(H, slope_x, slope_z, dx, size=2.2):
    """Monotone Lax-Friedrichs solution for one minute, quarter domain."""
    n = int(round(size / dx)) + 1
    x = np.arange(n) * dx
    f = slope_x * x[:, None] + slope_z * x[None, :]
    top = int(max(1, abs(slope_z)))
    table = H(np.linspace(0, 1, 81)[:, None],
              np.linspace(0, top, 80 * top + 1)[None, :])
    alpha = 80 * max(np.abs(np.diff(table, axis=0)).max(),
                     np.abs(np.diff(table, axis=1)).max())
    steps = 2 * int(np.ceil(alpha / dx))
    dt = 1.0 / steps
    g = np.zeros((n + 2, n + 2))
    for k in range(steps):
        if k == steps // 2:
            half = f.copy()
        g[1:-1, 1:-1] = f
        g[0, 1:-1] = f[1]
        g[-1, 1:-1] = f[-1] + slope_x * dx
        g[1:-1, 0] = f[:, 1]
        g[1:-1, -1] = f[:, -1] + slope_z * dx
        xp, xm = g[2:, 1:-1], g[:-2, 1:-1]
        zp, zm = g[1:-1, 2:], g[1:-1, :-2]
        smooth = alpha * (xp + xm + zp + zm - 4 * f) / (2 * dx)
        f = f + dt * (smooth - H((xp - xm) / (2 * dx), (zp - zm) / (2 * dx)))
    return x, f, 2 * (half - f)   # last item: retreat speed, 0.5 to 1 min


# Round model rates, rough regime of 30 wt% KOH near 75 C, in um/min
r100, r110, r111, r411 = 0.8, 1.4, 0.008, 1.0
A, B, C, D3 = scaled_rates(r100, r110, r111)
D = scaled_rates(r100, r110, r111, r411)[3]
H3, H4 = make_H(A, B, C, D3), make_H(A, B, C, D)

# The interpolation must return the input rates at the named planes
for (p, q), rate in {(0, 0): r100, (0, 1): r110, (1, 0): r110,
                     (1, 1): r111, (.25, .25): r411, (.25, 4): None}.items():
    if rate is not None:
        assert abs(H4(p, q) / np.sqrt(1 + p*p + q*q) - rate) < 1e-12
# Cubic symmetry: (1,4,1) and (1,1,4) are equivalent planes; here (1,1,4)
assert abs(H4(1.0, 4.0) / np.sqrt(18) - r411) < 1e-12

# Pit corner: slow {111} walls survive
x, f, speed = etch(H4, 1, 1, 0.01)
pit_speed = speed[0, 0]
assert abs(pit_speed - C) < 0.003
# Counterexample: {111} not slow enough, so the pit corner is lost
rates_bad = scaled_rates(0.8, 1.4, 0.8)
bad_pit = etch(make_H(*rates_bad), 1, 1, 0.01)[2][0, 0]
assert abs(bad_pit - rates_bad[0]) < 0.02 and rates_bad[2] > 1.3

# Mesa corner, three-rate model: compare the whole front
field_errors = []
for dx in (0.02, 0.01):
    x, f, speed = etch(H3, -1, 1, dx)
    X, Z = x[:, None], x[None, :]
    exact = np.minimum(np.maximum(-A, Z - B), -X + Z - C)
    field_errors.append(np.abs(f - exact).max())
mesa3_speed = speed[0, 0]
# Facet edges are smeared as the square root of the grid spacing
assert field_errors[1] < 0.15
assert field_errors[1] < 0.85 * field_errors[0]
assert abs(mesa3_speed - A) < 0.02
# Far below the mask the ridge is cut by {110}
ridge_speed = speed[0, int(round(2.0 / dx))]
assert abs(ridge_speed - B) < 0.03

# A much shallower starting wall, close to an unetched floor
flat_speed = etch(H3, -1, 3, 0.02)[2][0, 0]
assert abs(flat_speed - A) < 0.03

# Counterexample: a convex ridge stays sharp when {110} is too slow
rates_keep = scaled_rates(0.8, 0.5, 0.8)
keep = etch(make_H(*rates_keep), -1, 1, 0.02)[2][0, 100]
assert abs(keep - rates_keep[2]) < 0.02

# Mesa corner with a fast {411} plane: bracket and full numerical front
s = np.linspace(0, 1, 81)
table = H4(s[:, None], s[None, :])
lower, upper = table.min(axis=1).max(), table.max(axis=0).min()
wide = H4(s[:, None], np.linspace(0, 4, 321)[None, :])
assert np.allclose(wide.min(axis=1), table.min(axis=1))
dx = 1 / 120
x, f, speed = etch(H4, -1, 1, dx)
mesa4_speed = speed[0, 0]
assert lower - 0.04 < mesa4_speed < upper + 0.02
assert mesa4_speed > A + 0.1
i = int(round(0.6 / dx))
contact_slope = (f[i + 6, 0] - f[i - 6, 0]) / (12 * dx)
assert abs(contact_slope + 0.25) < 0.04
contour = np.minimum(-x / 4 - D, -x - C)
contour_error = np.abs(f[:, 0] - contour).max()
assert contour_error < 0.12

# Worked example
time, mesa_side = 50.0, 300.0
wall_undercut = C / np.sqrt(2) * time
pit_retreat = C * time
mesa3, mesa4 = A * time, mesa4_speed * time
edge_loss3 = np.sqrt(2) * (A - C) * time
edge_loss4 = np.sqrt(2) * (D - C) * time * 4 / 3
assert max(edge_loss3, edge_loss4) < mesa_side / 2

# Sizes of neglected effects, with rough inputs
angle = 0.5
p = np.tan(np.radians(45 - angle))
misaligned = H4(p, np.linspace(0, 1, 20001)).min() / np.sqrt(1 + p*p) * time
Ea, T = 0.6, 348.0
kB = const.k / const.e
per_kelvin = 100 * (np.exp(Ea / kB * (1 / T - 1 / (T + 1))) - 1)
si_density = 8 / const.value('lattice parameter of silicon')**3
used = 2 * si_density * r100 * 1e-6 / 60
diffusivity, layer, molarity = 3e-9, 100e-6, 7.0
supply = diffusivity * molarity * 1e3 * const.N_A / layer
depletion = 100 * used / supply
assert depletion < 10

print(f"Rates 100, 110, 111, 411: {r100}, {r110}, {r111}, {r411} um/min")
print(f"A, B, C, D: {A:.4f}, {B:.4f}, {C:.4f}, {D:.4f} um/min")
print(f"Edge threshold R110/R111: {np.sqrt(1.5):.4f}")
print(f"Actual R110/R111: {r110/r111:.1f}")
print(f"Pit corner speed, numerical: {pit_speed:.4f} um/min")
print(f"Pit with R111=0.8: C = {rates_bad[2]:.3f} um/min")
print(f"  corner speed, numerical: {bad_pit:.3f} um/min")
print(f"Mesa tip, three rates, numerical: {mesa3_speed:.4f} um/min")
print(f"Mesa ridge below mask, numerical: {ridge_speed:.4f} um/min")
print(f"Mesa tip from shallow start: {flat_speed:.4f} um/min")
print(f"Front error at 1 min, grid 0.02 um: {field_errors[0]:.3f} um")
print(f"Front error at 1 min, grid 0.01 um: {field_errors[1]:.3f} um")
print(f"Slow-110 ridge (R110=0.5, R111=0.8): {keep:.3f} um/min")
print(f"  its sharp-ridge prediction: {rates_keep[2]:.3f} um/min")
print(f"Mesa tip bracket with 411: {lower:.4f} to {upper:.4f} um/min")
print(f"Mesa tip with 411, numerical: {mesa4_speed:.4f} um/min")
print(f"Mask contact slope dy/dx, numerical: {contact_slope:.4f}")
print(f"411 contour difference at 1 min: {contour_error:.3f} um")
print(f"Etch time: {time:.0f} min; floor depth: {r100*time:.1f} um")
print(f"Mesa side: {mesa_side:.0f} um")
print(f"Straight 111 wall undercut: {wall_undercut:.3f} um")
print(f"Pit corner diagonal retreat: {pit_retreat:.3f} um")
print(f"Mesa corner retreat, three rates: {mesa3:.1f} um")
print(f"Mesa corner retreat, with 411: {mesa4:.1f} um")
print(f"Mesa/pit retreat ratio, three rates: {mesa3/pit_retreat:.1f}")
print(f"Mesa/pit retreat ratio, with 411: {mesa4/pit_retreat:.1f}")
print(f"Mask edge lost per corner, three rates: {edge_loss3:.1f} um")
print(f"Mask edge lost per corner, 411 contour: {edge_loss4:.1f} um")
print(f"Undercut of long edge misaligned {angle} deg: {misaligned:.2f} um")
print(f"Activation energy, temperature: {Ea} eV, {T:.0f} K (rough)")
print(f"Rate change for +1 K: {per_kelvin:.2f} percent")
print(f"OH diffusivity: {diffusivity*1e4:.1e} cm2/s (rough)")
print(f"Boundary layer: {layer*1e6:.0f} um; OH: {molarity} mol/L (rough)")
print(f"OH use / maximum diffusive supply: {depletion:.2f} percent")
print("every check passed")
```

Printed output:

```
Rates 100, 110, 111, 411: 0.8, 1.4, 0.008, 1.0 um/min
A, B, C, D: 0.8000, 1.9799, 0.0139, 1.0607 um/min
Edge threshold R110/R111: 1.2247
Actual R110/R111: 175.0
Pit corner speed, numerical: 0.0139 um/min
Pit with R111=0.8: C = 1.386 um/min
  corner speed, numerical: 0.800 um/min
Mesa tip, three rates, numerical: 0.8006 um/min
Mesa ridge below mask, numerical: 1.9799 um/min
Mesa tip from shallow start: 0.8014 um/min
Front error at 1 min, grid 0.02 um: 0.113 um
Front error at 1 min, grid 0.01 um: 0.079 um
Slow-110 ridge (R110=0.5, R111=0.8): 1.386 um/min
  its sharp-ridge prediction: 1.386 um/min
Mesa tip bracket with 411: 1.0607 to 1.2426 um/min
Mesa tip with 411, numerical: 1.0559 um/min
Mask contact slope dy/dx, numerical: -0.2565
411 contour difference at 1 min: 0.047 um
Etch time: 50 min; floor depth: 40.0 um
Mesa side: 300 um
Straight 111 wall undercut: 0.490 um
Pit corner diagonal retreat: 0.693 um
Mesa corner retreat, three rates: 40.0 um
Mesa corner retreat, with 411: 52.8 um
Mesa/pit retreat ratio, three rates: 57.7
Mesa/pit retreat ratio, with 411: 76.2
Mask edge lost per corner, three rates: 55.6 um
Mask edge lost per corner, 411 contour: 98.7 um
Undercut of long edge misaligned 0.5 deg: 1.36 um
Activation energy, temperature: 0.6 eV, 348 K (rough)
Rate change for +1 K: 5.90 percent
OH diffusivity: 3.0e-05 cm2/s (rough)
Boundary layer: 100 um; OH: 7.0 mol/L (rough)
OH use / maximum diffusive supply: 1.05 percent
every check passed
```
